# Different work functions on different faces do not break energy conservation

A metal crystal in vacuum has two kinds of face. Taking an electron out through an \(a\) face costs 4.4 eV, and taking one out through a \(c\) face costs 5.0 eV. This seems to offer a machine. Remove an electron through an \(a\) face, paying 4.4 eV. Carry it round to a \(c\) face and let it back in, collecting 5.0 eV. The crystal is as it was, and 0.6 eV has been gained. The cycle can be repeated without end.

## The belief and its appeal

The reasoning behind the machine is this. The work function is the energy needed to take an electron out of the metal and far away. The energy of an electron far away cannot depend on the face it left by. So either all faces must have the same work function, or energy is not conserved.

The second premise is correct: the energy needed to bring an electron to rest at infinity is indeed the same through every face. The fault lies in the first premise, that the work function takes the electron far away. The work function of a face takes the electron to a point just outside that face, and no further. "Just outside" means far away on the atomic scale, so that the attraction of the electron to its own image charge has become negligible, yet close compared with the distance to the nearest edge of the face.

The belief is tempting because the two end points are equivalent in one important case. If all faces of a neutral crystal have the same work function, there is no electric field outside, and moving from just outside to infinity costs nothing. This is shown below. The trouble starts when that case is carried over to a crystal whose faces differ.

## One Fermi level, several outside potentials

Take an isolated, neutral, macroscopic crystal at low temperature. Let the electron have charge \(-e\), and let both the electrostatic potential \(V\) and the electron's energy \(U=-eV\) be zero at infinity.

In equilibrium the crystal has a single Fermi level \(\mu\). If it differed between two regions, electrons would lower the energy by flowing from one to the other. An electron at rest just outside face \(i\) has energy \(U_i\), so the definition of the work function reads

\[
W_i = U_i-\mu .
\]

An electron at rest at infinity has energy zero. The energy to take it there from the Fermi level is therefore

\[
I = 0-\mu = -\mu .
\]

No face label appears in \(I\). Putting \(\mu=-I\) into the first equation gives

\[
U_i = W_i - I, \qquad V_i=-\frac{U_i}{e}=\frac{I-W_i}{e}.
\]

Two faces with different work functions thus have different electrostatic potentials outside them. Where the potential varies from place to place there is an electric field. This is the patch field, and the machine's accounts left it out.

## Where the difference comes from

Let \(\bar U\) be the mean electrostatic energy of an electron deep inside the crystal. Then

\[
W_i=(U_i-\bar U)-(\mu-\bar U).
\]

The second bracket belongs to the bulk and is common to all faces. Differences in \(W_i\) come from the first bracket, the electrostatic step across the surface. The step exists because electrons and nuclei in the outermost atomic layers form a double layer of charge, whose strength depends on how the atoms of that face are arranged.

To find the step, let \(z\) point outward and let \(\rho(z)\) be the charge density, averaged along the face and also over one layer spacing in \(z\). The second average removes the strong field that oscillates from layer to layer inside the crystal, so that the inner potential \(V_{\rm in}\) below is the mean one, \(-\bar U/e\). Poisson's equation gives \(dE/dz=\rho/\varepsilon_0\). On the scale of this thin layer the field may be taken as zero on both sides, since away from the edges of the face the patch field is very weak by comparison. Integrating by parts,

\[
V_{\rm out}-V_{\rm in}=-\int E\,dz=-\big[zE\big]+\int z\,\frac{dE}{dz}\,dz=\frac{1}{\varepsilon_0}\int z\rho\,dz=\frac{p}{\varepsilon_0},
\]

where \(p\) is the dipole moment per unit area, positive when it points outward. The electron's energy changes by \(-ep/\varepsilon_0\), so a layer with its negative charge outermost (\(p<0\)) raises the work function. A difference of 0.6 eV needs the values of \(p\) on the two faces to differ by only 0.033 \(e\) nm per nm².

## The complete accounts

To move an electron slowly from \(a\) to \(c\) through the vacuum, one must balance the electric force \(-e\mathbf E\). The work done on the electron is

\[
-\int_a^c(-e)\mathbf E\cdot d\mathbf l
= e\int_a^c\mathbf E\cdot d\mathbf l
= e(V_a-V_c)
= (I-W_a)-(I-W_c)
= W_c-W_a .
\]

The cycle has three entries: out through \(a\), round to \(c\), and in through \(c\). Their sum is

\[
W_a+(W_c-W_a)-W_c=0 .
\]

The machine omitted the middle entry. With the numbers above it is \(+0.6\) eV, which has to be paid, and it cancels the supposed gain.

For an electron going to infinity from just outside face \(i\), the work done on it is \(0-U_i=I-W_i\), and the total is \(W_i+(I-W_i)=I\) through any face.

## What fixes the energy to infinity

So far \(I\) is known to be unique, but not its value. The value follows from the neutrality of the crystal.

Draw a closed surface \(S\) just outside the double layers. On it the potential is \(V_i\) over face \(i\), apart from narrow strips at the edges where it changes from one value to the next. Compare this with a second problem: the same shape as an ordinary conductor held at one potential. Let \(\varphi\) be its potential divided by the potential of the conductor, so that \(\varphi=1\) on \(S\) and \(\varphi\to0\) at infinity.

Outside \(S\) there is no charge, so \(\nabla^2V=\nabla^2\varphi=0\) and

\[
\nabla\cdot(V\nabla\varphi-\varphi\nabla V)=V\nabla^2\varphi-\varphi\nabla^2V=0 .
\]

Integrate this over the space between \(S\) and a very large sphere of radius \(r\). On the sphere the bracket falls at least as fast as \(1/r^3\) while the area grows as \(r^2\), so the sphere contributes nothing in the limit. With \(\partial_n\) the derivative along the outward normal of the crystal,

\[
\oint_S V\,\partial_n\varphi\,dS=\oint_S\varphi\,\partial_nV\,dS=\oint_S\partial_nV\,dS=-\frac{Q}{\varepsilon_0}.
\]

The second equality uses \(\varphi=1\) on \(S\). The third is Gauss's law with \(E_n=-\partial_nV\), where \(Q\) is the total charge of the crystal.

In the comparison problem, \(-\varepsilon_0\partial_n\varphi\) is the conductor's surface charge density per volt. Its integral over \(S\) is the capacitance \(C\), and its integral over face \(i\) is \(w_iC\), where \(w_i\) is the share of the charge carried by that face. A conductor's charge crowds towards its edges, but the share within a strip still vanishes with the width of the strip: for a 1 mm cube it is about 12% within 0.01 mm of an edge and about 0.6% within 0.1 µm. Taking \(S\) close enough that the strips are negligible, and multiplying the last equation by \(-\varepsilon_0\), gives

\[
C\sum_i w_iV_i=Q .
\]

For a neutral crystal \(Q=0\). Inserting \(V_i=(I-W_i)/e\) and using \(\sum_iw_i=1\),

\[
\sum_iw_i(I-W_i)=0\quad\Longrightarrow\quad I=\sum_iw_iW_i .
\]

The energy to infinity is a weighted mean of the work functions. All the weights are positive, so if the work functions differ, \(I\) lies between the smallest and the largest.

If all the \(W_i\) are equal, then \(I=W\) and \(V=0\) all over \(S\). A potential that is zero on \(S\) and at infinity, with no charge between, is zero throughout the outside space. This is the case in which the work function really is the energy to infinity.

## A cube in numbers

Let the crystal be tetragonal and cut as a cube of edge 1 mm, with two opposite \(c\) faces and four \(a\) faces. The work functions are round model values, \(W_c=5.0\) eV and \(W_a=4.4\) eV. The weights depend on shape alone, and the six faces of a cube are equivalent in shape, so each has \(w_i=1/6\):

\[
I=\frac{2\times5.0+4\times4.4}{6}\ \text{eV}=\frac{27.6}{6}\ \text{eV}=4.6\ \text{eV}.
\]

The potentials just outside are \(V_c=4.6-5.0=-0.4\) V and \(V_a=4.6-4.4=+0.2\) V. The two ways to infinity cost

\[
\text{through } c:\ 5.0-0.4=4.6\ \text{eV},\qquad
\text{through } a:\ 4.4+0.2=4.6\ \text{eV}.
\]

Release an electron at rest a hundredth of a millimetre above the centre of a \(c\) face. At that height \(z\) the image attraction corresponds to a field \(e/(16\pi\varepsilon_0z^2)\approx4\) V/m. The slope of the first two rows of the table below gives a patch field of about 700 V/m, which is much larger. The electron is therefore pushed away and arrives at infinity with very nearly 0.4 eV of kinetic energy. Much closer to the surface the image force would win and pull it back. One released at rest outside an \(a\) face is still bound to the crystal by 0.2 eV. The \(c\) route does contain a point 5.0 eV above the Fermi level, but the last 0.4 eV is returned on the way out. A barrier along a route and the energy difference between its ends are separate quantities.

The program published with this text computes the surface charges from Coulomb's law and integrates their field along these paths. The totals through the two faces agree within the tested tolerance of 0.001 eV, and the closed cycle sums to zero within the same tolerance. The electron's energy above the face centres, relative to infinity, is:

| Distance (mm) | Above \(c\) (eV) | Above \(a\) (eV) |
|---:|---:|---:|
| 0.01 | +0.393 | −0.196 |
| 0.10 | +0.327 | −0.163 |
| 0.50 | +0.124 | −0.062 |
| 1.00 | +0.042 | −0.021 |
| 3.00 | +0.003 | −0.002 |

The energy changes over distances comparable with the cube itself, which is why a point a hundredth of a millimetre above the centre of a face still counts as just outside. Near an edge between an \(a\) and a \(c\) face the height must be small compared with the distance to that edge.

Away from the edges the field is weak: half a millimetre above the centre of the \(c\) face it is about 300 V/m, directed towards the face. Close to an edge between an \(a\) and a \(c\) face it is stronger, because the 0.6 V are spread over an arc of length \(3\pi r/2\) at distance \(r\), which gives about \(1.3\times10^5\) V/m at 1 µm. Weakness is no reason to neglect it. If the crystal is enlarged by some factor with the same face potentials, the potential pattern is stretched by that factor. The field falls in proportion, the path grows in proportion, and the work stays the same.

## How far the uniqueness goes

The energy \(I\) is the same for all exits from a given crystal, but it is not a constant of the material. Take a block of the same metal measuring 1 mm × 1 mm × 2 mm, with the \(c\) faces as its small ends. The ends make up 0.200 of the area, but as parts of a charged conductor they would carry 0.235 of the charge. Hence

\[
I=0.235\times5.0\ \text{eV}+0.765\times4.4\ \text{eV}=4.54\ \text{eV},
\]

and not the 4.6 eV of the cube. Weighting by area would give 4.52 eV, which is also wrong for this block.

The charge state matters too. If the crystal already carries a charge \(Q\), the relation \(\sum_iw_iV_i=Q/C\) gives

\[
I=\sum_iw_iW_i+\frac{eQ}{C},
\]

so a positively charged crystal holds its electrons more tightly. Even a neutral crystal becomes charged as the electron leaves. Building up the charge \(e\) in small steps costs

\[
\int_0^e\frac{q}{C}\,dq=\frac{e^2}{2C},
\]

which for the cube, with \(C=73.5\) fF, is about 1.1 µeV. For a millimetre crystal this is negligible. Since \(C\) is proportional to the linear size, the term grows as the crystal shrinks, and for a small enough particle it can no longer be dropped. At atomic sizes the picture of broad faces, each with its own region just outside, fails as well.

Nearby bodies, such as the walls of a vacuum chamber, alter the outside field and with it the work along each part of a path. They do not revive the machine. In any electrostatic field the work between two points is independent of the path, and the difference between the points just outside \(a\) and \(c\) remains \(W_c-W_a\) as long as the crystal has one Fermi level and its surfaces are unchanged. "Just outside" must then also mean close compared with the gap to the nearby body.

## Values computed for the example and the checks

```
Work function, c (end) faces: 5.0 eV
Work function, a (side) faces: 4.4 eV
Cube edge: 1.0 mm
I, mean over six faces: 4.600 eV
I, from zero net charge: 4.600 eV
Potential outside c face: -0.400 V
Potential outside a face: +0.200 V
Field work, c face to infinity: -0.4000 eV
Field work, a face to infinity: +0.2000 eV
Total through c face: 4.6000 eV
Total through a face: 4.6000 eV
Field work, a face round edge to c face: +0.6000 eV
Closed-loop total, magnitude: 0.0000 eV
Loop total if field is ignored: -0.6 eV
Electron energy relative to infinity, above face centres:
  distance 0.01 mm: c +0.3926 eV, a -0.1963 eV
  distance 0.10 mm: c +0.3267 eV, a -0.1634 eV
  distance 0.50 mm: c +0.1240 eV, a -0.0620 eV
  distance 1.00 mm: c +0.0421 eV, a -0.0211 eV
  distance 3.00 mm: c +0.0035 eV, a -0.0017 eV
Outward field 0.50 mm above c face: -300.2 V/m
Potential ratio, 10 mm to 20 mm from centre: 7.998
Cube capacitance: 73.5 fF
Charging energy e^2/(2C): 1.09 micro-eV
Double-layer dipole difference: 0.0332 e nm per nm^2
Electron step from that layer: 0.6000 eV
Block 1 mm x 1 mm x 2 mm, same work functions:
  area share of end faces: 0.200
  charge share of end faces: 0.235
  I from zero net charge: 4.541 eV
  I from charge shares: 4.541 eV
  area-weighted mean of W: 4.520 eV
```
